# Forward-backward asymmetry from photon and Z exchange in electron-positron annihilation: a numerical check

```python
"""
Forward-backward asymmetry of e- e+ -> f fbar with photon and Z exchange.
Result under test (massless fermions, f not e, tree level, Z width kept):
  A_FB = (3/4) D / S
  D = 2 Qe Qf ae af Re(chi) + |chi|^2 ve ae vf af
  S = 4 Qe^2 Qf^2 + 2 Qe Qf ve vf Re(chi) + |chi|^2 Ge Gf
  chi = r s / (s - M^2 + i M Gamma),  r = 1/(sin^2 cos^2 of the weak angle)
At s = M^2: A_FB = (3/4) Ae Af / (1 + delta); the sign changes at
  s0 = M^2 / (1 + r ve vf / (2 Qe Qf)), which does not depend on Gamma.
Q: charge; gL, gR: chiral Z couplings; v = gL+gR; a = gL-gR;
G = gL^2+gR^2; A = (gL^2-gR^2)/G.  Energies in GeV, amplitudes in units e^2.
The independent road uses Dirac matrices, explicit spinors and quadrature.
"""
import numpy as np
from scipy.optimize import brentq

M, GAMMA, SIN2 = 90.0, 2.5, 0.23
R = 1.0 / (SIN2 * (1.0 - SIN2))


def fermion(charge, isospin):
    return charge, isospin - charge * SIN2, -charge * SIN2


electron = fermion(-1.0, -0.5)
finals = {"muon": fermion(-1.0, -0.5), "up": fermion(2 / 3, 0.5),
          "down": fermion(-1 / 3, -0.5), "neutrino": fermion(0.0, 0.5)}
charged = ["muon", "up", "down"]

# Dirac matrices in the chiral basis
I2, Z2 = np.eye(2), np.zeros((2, 2))
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gam = np.array([np.block([[Z2, I2], [I2, Z2]]).astype(complex)]
               + [np.block([[Z2, p], [-p, Z2]]) for p in pauli])
PL = np.diag([1, 1, 0, 0]).astype(complex)
PR = np.diag([0, 0, 1, 1]).astype(complex)
metric = np.diag([1.0, -1.0, -1.0, -1.0])


def spinors(angle, energy):
    """Massless spinors [L, R], momentum in the x-z plane at angle to z."""
    c, s = np.cos(angle / 2), np.sin(angle / 2)
    return np.sqrt(2 * energy) * np.array(
        [[-s, c, 0, 0], [0, 0, c, s]], complex)


def currents(left, right, g_left, g_right):
    """bar(left_i) gamma^mu (gL PL + gR PR) right_j, indices mu, i, j."""
    vertex = gam @ (g_left * PL + g_right * PR)
    return np.einsum("ia,mab,jb->mij", left.conj() @ gam[0], vertex, right)


def amplitudes(root_s, theta, fe, ff, width=GAMMA, photon=1.0):
    """All 16 spin amplitudes, indices: positron, electron, f, fbar."""
    s, half = root_s**2, root_s / 2
    u_in, v_in = spinors(0.0, half), spinors(np.pi, half)
    u_out, v_out = spinors(theta, half), spinors(theta + np.pi, half)
    q_low = np.array([root_s, 0.0, 0.0, 0.0])
    z_tensor = metric - np.outer(q_low, q_low) / M**2
    j_ph = currents(v_in, u_in, fe[0], fe[0])
    k_ph = currents(u_out, v_out, ff[0], ff[0])
    j_z = currents(v_in, u_in, fe[1], fe[2])
    k_z = currents(u_out, v_out, ff[1], ff[2])
    contract = "mij,mn,nkl->ijkl"
    return (photon * np.einsum(contract, j_ph, metric, k_ph) / s
            + R * np.einsum(contract, j_z, z_tensor, k_z)
            / (s - M**2 + 1j * M * width))


nodes, weights = np.polynomial.legendre.leggauss(4)


def afb_spinor(root_s, fe, ff, width=GAMMA, photon=1.0):
    """Asymmetry from the definition, by quadrature over each hemisphere."""
    def hemisphere(sign):
        return sum(0.5 * w * np.sum(np.abs(amplitudes(
            root_s, np.arccos(sign * (x + 1) / 2), fe, ff, width, photon))**2)
            for x, w in zip(nodes, weights))
    forward, backward = hemisphere(1.0), hemisphere(-1.0)
    return (forward - backward) / (forward + backward)


def va(f):
    return f[1] + f[2], f[1] - f[2]


def strength(f):
    return f[1]**2 + f[2]**2


def asym(f):
    return (f[1]**2 - f[2]**2) / strength(f)


def chi_of(root_s, width=GAMMA):
    return R * root_s**2 / (root_s**2 - M**2 + 1j * M * width)


def parts(chi, fe, ff):
    """Interference part of D, pure Z part of D, and S."""
    (ve, ae), (vf, af), qq = va(fe), va(ff), fe[0] * ff[0]
    return (2 * qq * ae * af * chi.real, abs(chi)**2 * ve * ae * vf * af,
            4 * qq**2 + 2 * qq * ve * vf * chi.real
            + abs(chi)**2 * strength(fe) * strength(ff))


def afb_formula(chi, fe, ff):
    interference, pure_z, total = parts(chi, fe, ff)
    return 0.75 * (interference + pure_z) / total


def delta_pole(fe, ff):
    return (4 * (fe[0] * ff[0] * GAMMA / (M * R))**2
            / (strength(fe) * strength(ff)))


def zero_energy(fe, ff):
    rho = R * va(fe)[0] * va(ff)[0] / (2 * fe[0] * ff[0])
    return M / np.sqrt(1 + rho)


# Spinors: completeness relation and explicit currents
E0, th0 = 3.0, 0.7
p_low = E0 * np.array([1, -np.sin(th0), 0, -np.cos(th0)])
w0 = spinors(th0, E0)
assert np.allclose(np.einsum("ia,ib->ab", w0, w0.conj() @ gam[0]),
                   np.einsum("m,mab->ab", p_low, gam))
j_test = currents(spinors(np.pi, E0), spinors(0.0, E0), 1.0, 1.0)
for index, helicity_sign in ((0, -1j), (1, 1j)):
    cur = j_test[:, index, index]
    assert np.allclose(cur / cur[1], [0, 1, helicity_sign, 0])
    assert np.isclose(abs(cur[1]), 2 * E0)

# Helicity amplitudes: four survive, with angular factors 1 +- cos(theta)
for ff in finals.values():
    for root_s in (40.0, M, 130.0):
        for theta in (0.4, 1.3, 2.5):
            amp = amplitudes(root_s, theta, electron, ff)
            kept = 0.0
            for i in (0, 1):
                for j in (0, 1):
                    F = (electron[0] * ff[0]
                         + chi_of(root_s) * electron[1 + i] * ff[1 + j])
                    sign = 1 if i == j else -1
                    expected = abs(F) * (1 + sign * np.cos(theta))
                    assert np.isclose(abs(amp[i, i, j, j]), expected,
                                      rtol=1e-10)
                    kept += expected**2
            assert np.isclose(np.sum(np.abs(amp)**2), kept, rtol=1e-10)

# Expanded asymmetry, also for arbitrary couplings
rng = np.random.default_rng(4)
pairs = [(electron, f) for f in finals.values()]
pairs += [(tuple(rng.normal(size=3)), tuple(rng.normal(size=3)))
          for _ in range(5)]
for fe, ff in pairs:
    for root_s in (20.0, 75.0, M, 105.0, 250.0):
        assert np.isclose(afb_spinor(root_s, fe, ff),
                          afb_formula(chi_of(root_s), fe, ff), atol=1e-11)

# Pole value, and the constant asymmetry when only the Z is exchanged
for ff in finals.values():
    ideal = 0.75 * asym(electron) * asym(ff)
    assert np.isclose(afb_spinor(M, electron, ff),
                      ideal / (1 + delta_pole(electron, ff)), rtol=1e-9)
    for root_s in (30.0, M, 160.0):
        assert np.isclose(afb_spinor(root_s, electron, ff, photon=0.0),
                          ideal, rtol=1e-9)
for root_s in (30.0, 160.0):
    assert np.isclose(afb_spinor(root_s, electron, finals["neutrino"]),
                      0.75 * asym(electron) * asym(finals["neutrino"]))

# No asymmetry if the final fermion has no axial coupling
vector_only = (-1.0, 0.2, 0.2)
assert abs(afb_spinor(70.0, electron, vector_only)) < 1e-12

# Zero crossing by root search, its independence of width, and the signs
roots = {}
for name in charged:
    ff = finals[name]
    for width in (GAMMA, 2 * GAMMA):
        root = brentq(lambda x: afb_spinor(x, electron, ff, width),
                      0.7 * M, 1.1 * M, xtol=1e-11)
        assert abs(root - zero_energy(electron, ff)) < 1e-7
        if width == GAMMA:
            roots[name] = root
    assert roots[name] < M
    for x in np.linspace(0.02, 0.999, 30):
        assert afb_spinor(x * root_s * 0 + x * roots[name],
                          electron, ff) < 0
    for x in np.geomspace(1.001, 50.0, 30):
        assert afb_spinor(x * roots[name], electron, ff) > 0

# Low- and high-energy limits; first corrections are of order s/M^2, M^2/s
limits = {}
for name in charged:
    ff = finals[name]
    low = (-3 / 8 * R * va(electron)[1] * va(ff)[1] * (2.0 / M)**2
           / (electron[0] * ff[0]))
    assert np.isclose(afb_spinor(2.0, electron, ff), low, rtol=5e-3)
    limits[name] = afb_formula(complex(R), electron, ff)
    assert np.isclose(afb_spinor(1e4, electron, ff), limits[name], rtol=2e-3)

print(f"Z mass M = {M:.1f} GeV, width = {GAMMA:.1f} GeV")
print(f"sin^2(weak angle) = {SIN2:.2f}, r = {R:.4f} (dimensionless)")
print("Couplings (dimensionless); electron equals muon:")
for name, f in finals.items():
    v, a = va(f)
    print(f" {name}: Q={f[0]:.4f} gL={f[1]:.4f} gR={f[2]:.4f}"
          f" v={v:.4f} a={a:.4f} G={strength(f):.4f} A={asym(f):.4f}")
mu = finals["muon"]
print("Muon: chi, |F_ij| in units e^2, and parts of D and S:")
for root_s in (60.0, M, 120.0):
    chi = chi_of(root_s)
    amp = amplitudes(root_s, np.pi / 2, electron, mu)
    print(f" {root_s:.0f} GeV: Re chi={chi.real:.4f} Im chi={chi.imag:.4f}")
    print("  |F| LL,RR,LR,RL = " + ", ".join(
        f"{abs(amp[i, i, j, j]):.4f}"
        for i, j in ((0, 0), (1, 1), (0, 1), (1, 0))))
    d_int, d_z, total = parts(chi, electron, mu)
    print(f"  D interference={d_int:.4f} D pure Z={d_z:.4f} S={total:.4f}")
print("A_FB (dimensionless) for muon, up, down:")
for root_s in (30.0, 60.0, 80.0, 88.0, M, 92.0, 100.0, 120.0, 200.0):
    print(f" {root_s:.0f} GeV: " + ", ".join(
        f"{afb_spinor(root_s, electron, finals[n]):+.5f}" for n in charged))
print("Pole: (3/4)AeAf, delta, full A_FB (dimensionless):")
for name in charged:
    f = finals[name]
    print(f" {name}: {0.75 * asym(electron) * asym(f):.6f},"
          f" {delta_pole(electron, f):.6f}, {afb_spinor(M, electron, f):.6f}")
print("Zero crossing and its distance below M:")
for name in charged:
    print(f" {name}: {roots[name]:.4f} GeV, {M - roots[name]:.4f} GeV")
print("High-energy limit of A_FB (dimensionless):")
for name in charged:
    print(f" {name}: {limits[name]:.4f}")
neutrino_value = afb_spinor(60.0, electron, finals["neutrino"])
print(f"Muon neutrino A_FB at 60 GeV = {neutrino_value:.5f} (dimensionless)")
print("verified")
```

Running it gives:

```
Z mass M = 90.0 GeV, width = 2.5 GeV
sin^2(weak angle) = 0.23, r = 5.6465 (dimensionless)
Couplings (dimensionless); electron equals muon:
 muon: Q=-1.0000 gL=-0.2700 gR=0.2300 v=-0.0400 a=-0.5000 G=0.1258 A=0.1590
 up: Q=0.6667 gL=0.3467 gR=-0.1533 v=0.1933 a=0.5000 G=0.1437 A=0.6727
 down: Q=-0.3333 gL=-0.4233 gR=0.0767 v=-0.3467 a=-0.5000 G=0.1851 A=0.9365
 neutrino: Q=0.0000 gL=0.5000 gR=-0.0000 v=0.5000 a=0.5000 G=0.2500 A=1.0000
Muon: chi, |F_ij| in units e^2, and parts of D and S:
 60 GeV: Re chi=-4.5060 Im chi=-0.2253
  |F| LL,RR,LR,RL = 0.6717, 0.7617, 1.2799, 1.2799
  D interference=-2.2530 D pure Z=0.0081 S=4.3077
 90 GeV: Re chi=0.0000 Im chi=-203.2750
  |F| LL,RR,LR,RL = 14.8524, 10.7996, 12.6629, 12.6629
  D interference=0.0000 D pure Z=16.5283 S=657.9268
 120 GeV: Re chi=12.8899 Im chi=-0.4604
  |F| LL,RR,LR,RL = 1.9400, 1.6821, 0.2016, 0.2016
  D interference=6.4450 D pure Z=0.0665 S=6.6740
A_FB (dimensionless) for muon, up, down:
 30 GeV: -0.06598, -0.09866, -0.19320
 60 GeV: -0.39084, -0.52256, -0.58208
 80 GeV: -0.70257, -0.47747, -0.13754
 88 GeV: -0.17025, -0.03224, +0.06806
 90 GeV: +0.01884, +0.08003, +0.11161
 92 GeV: +0.19517, +0.18331, +0.15186
 100 GeV: +0.62937, +0.48193, +0.28235
 120 GeV: +0.73174, +0.70431, +0.46060
 200 GeV: +0.55441, +0.66839, +0.60541
Pole: (3/4)AeAf, delta, full A_FB (dimensionless):
 muon: 0.018957, 0.006117, 0.018841
 up: 0.080217, 0.002380, 0.080026
 down: 0.111664, 0.000462, 0.111612
Zero crossing and its distance below M:
 muon: 89.7974 GeV, 0.2026 GeV
 up: 88.5615 GeV, 1.4385 GeV
 down: 85.1391 GeV, 4.8609 GeV
High-energy limit of A_FB (dimensionless):
 muon: 0.4703
 up: 0.6043
 down: 0.6366
Muon neutrino A_FB at 60 GeV = 0.11924 (dimensionless)
verified
```
